Argon and hydrogen leaving a reactor through a free-molecular orifice

**Problem**

A low-pressure plasma reactor is fed with hydrogen, H₂, and argon. The gases leave through a small, thin orifice into vacuum, and in the steady state equal numbers of H₂ and Ar molecules leave per second (an argon atom counts as a molecule here). The mean free paths are much longer than the orifice diameter. Both gases have the same temperature, and their velocities in the chamber follow the Maxwell distribution. Find the ratio of the number densities, n_Ar/n_H2, in the chamber.

Then find the densities for a flow of 0.5 sccm of each gas, a gas temperature of 300 K, an orifice diameter of 20 mm and a chamber volume of 10 L. Here no molecules are converted or lost except through the orifice, so each feed equals the flow that leaves.

**A tempting solution**

The gas that leaves is a sample of the gas in the chamber. Half of the leaving molecules are argon, so half of the molecules in the chamber are argon, and

n_Ar/n_H2 = 1.

**Where it fails**

The first sentence is the fault. A flow is a density multiplied by a velocity and an area. If both gases moved through the orifice with one common velocity u, the flows would be

F_Ar = n_Ar u A,  F_H2 = n_H2 u A,

and equal flows would indeed mean equal densities. A common velocity requires frequent collisions between the two gases, so that the fast one drags the slow one along. In free-molecular flow a molecule usually crosses the orifice without meeting another. Each gas leaves at a rate set by its own thermal speed, and the stream is not a fair sample of the chamber.

**The right solution**

*Flow through the orifice.* Let the orifice have area A, and let θ be the angle between a molecule's velocity and the outward normal. Molecules of speed v and angle θ that reach the orifice within a time dt fill a slanted cylinder of length v dt on the base A. Its height is v cos θ dt, so its volume is A v cos θ dt.

In an isotropic gas, the fraction of molecules with angles between θ and θ + dθ is the solid angle of that ring divided by the full solid angle:

2π sin θ dθ / (4π) = ½ sin θ dθ.

Molecules moving towards the orifice have θ between 0 and π/2. With the average over speeds written as ⟨v⟩, the number leaving per second is

F = n A ⟨v⟩ · ½ ∫₀^{π/2} cos θ sin θ dθ.

The integral is [½ sin²θ] between the limits, which is ½. Therefore

F = n A ⟨v⟩/4.

One factor ½ comes from the fraction of directions, the other from the integral over the projected area.

*Mean speed.* With a = m/(2kT), the Maxwell distribution of speeds is

f(v) = 4π (a/π)^{3/2} v² exp(−a v²).

The mean speed needs the integral of v³ exp(−a v²). Substituting s = v², so that v dv = ds/2, gives

∫₀^∞ v³ exp(−a v²) dv = ½ ∫₀^∞ s exp(−a s) ds = 1/(2a²).

Hence

⟨v⟩ = 4π (a/π)^{3/2} / (2a²) = 2/√(πa) = √(8kT/(πm)).

*Steady state.* Define the volume conductance of gas i as

C_i = A⟨v_i⟩/4.

The number of molecules of gas i in the chamber is V n_i. It grows by the feed F_i and falls by the outflow C_i n_i:

V dn_i/dt = F_i − C_i n_i.

In the steady state the left side is zero, so

n_i = F_i/C_i.

The slower gas has the smaller conductance and must build up to a higher density before it leaves as fast as it arrives. For equal flows,

n_Ar/n_H2 = C_H2/C_Ar = ⟨v_H2⟩/⟨v_Ar⟩ = √(m_Ar/m_H2).

The flow, the area and the common temperature have cancelled. With molecular masses of 39.948 u and 2.016 u,

n_Ar/n_H2 = √19.815 = 4.45, or about 4.5.

The mass of the H₂ molecule enters, not that of the hydrogen atom. Argon makes up 4.451/5.451 = 81.7 % of the chamber gas, although it is half of the leaving stream.

The square-root law was also tested by counting simulated molecules. Two million molecules of each gas, at equal density and temperature, were followed for equal times, and those crossing a disc were counted. The count ratio H₂/Ar was 4.52, about 1.5 % above 4.451; the expected statistical scatter is about 1 %.

*Unequal flows.* Keeping F_Ar and F_H2 separate gives

n_Ar/n_H2 = (F_Ar/F_H2) √(m_Ar/m_H2).

In this model, a chamber with equal densities therefore needs a hydrogen flow 4.45 times the argon flow.

**Densities in the example**

One sccm is one cubic centimetre per minute of gas at 0 °C and 1 atm. With p₀ and T₀ for these reference conditions, the flow of each gas is

F = (p₀/(kT₀)) · 0.5 cm³/(60 s) = 2.239 × 10¹⁷ molecules/s.

The orifice area is 3.142 cm². The mean speeds at 300 K are 1775 m/s for H₂ and 398.7 m/s for Ar. In centimetres and seconds,

C_H2 = 3.142 × 1.775 × 10⁵/4 = 1.394 × 10⁵ cm³/s = 139.4 L/s,

C_Ar = 3.142 × 3.987 × 10⁴/4 = 3.132 × 10⁴ cm³/s = 31.32 L/s.

The densities follow:

n_H2 = 2.239 × 10¹⁷/(1.394 × 10⁵) = 1.606 × 10¹² cm⁻³,

n_Ar = 2.239 × 10¹⁷/(3.132 × 10⁴) = 7.149 × 10¹² cm⁻³.

From p = nkT, the partial pressures are 0.050 mTorr for hydrogen and 0.222 mTorr for argon, together 0.272 mTorr.

**How the ratio builds up**

Suppose the chamber is empty at t = 0 and both feeds are then switched on. Let y = n_i − F_i/C_i be the distance from the steady density. The balance becomes

dy/dt = −(C_i/V) y,

with the solution y = y(0) exp(−C_i t/V). Since y(0) = −F_i/C_i,

n_i = (F_i/C_i)[1 − exp(−C_i t/V)].

At times much shorter than both V/C_i, the bracket is approximately C_i t/V, and n_i ≈ F_i t/V. Hardly anything has left yet, so the density ratio equals the feed ratio, which is 1. The value 1 of the tempting solution appears at this early stage, but not for its reason: with equal densities the outflows C_i n_i are unequal, and hydrogen leaves 4.45 times as fast as argon. The filling times V/C_i are 0.072 s for hydrogen and 0.319 s for argon. Hydrogen levels off first, while argon continues to accumulate until the ratio reaches 4.45.

**Is the flow free-molecular?**

A molecule of gas i collides with gas j at a rate set by their relative speed. Each component of the relative velocity has variance kT/m_i + kT/m_j, because the variances of independent velocities add. The mean relative speed is therefore that of a particle of mass μ, with 1/μ = 1/m_i + 1/m_j, and

⟨v_rel⟩/⟨v_i⟩ = √(m_i/μ) = √(1 + m_i/m_j).

For hard spheres with mean collision diameter d_ij = (d_i + d_j)/2, dividing the collision rate by ⟨v_i⟩ gives the inverse mean free path:

1/λ_i = Σ_j n_j π d_ij² √(1 + m_i/m_j).

With rough diameters of 0.27 nm for H₂ and 0.36 nm for Ar, the mean free paths are 35.7 cm and 15.6 cm. They are 17.8 and 7.8 times the orifice diameter. The chance of a collision within a path of one orifice diameter is

1 − exp(−1/17.8) = 5.5 % for H₂,

1 − exp(−1/7.8) = 12 % for Ar.

These figures indicate how far the flow is from the collisionless limit; they are not the error of the density ratio, which has not been calculated. In the opposite limit, with a common flow velocity, the ratio is 1.

The flux formula also assumes that the orifice hardly disturbs the isotropic gas. For a cylindrical chamber with height equal to diameter, the orifice is 0.12 % of the wall area, which supports this assumption.

**Comparison with a real reactor**

The temperature, the flow and the orifice are example values, not those of a particular plasma reactor; the flow is kept small so that the mean free paths exceed the orifice diameter. If the flow through this orifice were raised a hundredfold, to 50 sccm, the model would give densities a hundred times higher and an argon mean free path of about 0.16 cm. That is shorter than the orifice diameter, so the free-molecular result would no longer apply. Even at 0.5 sccm, real reactors depart from the assumptions in several ways. The estimates below change one assumption at a time and keep the other settings fixed.

*Finite pumping speed.* Let the space behind the orifice have density n_i′ and be pumped at speed S. Then F = C_i(n_i − n_i′) and F = S n_i′. Eliminating n_i′ gives

n_i = F(1/C_i + 1/S).

The added term is the same for both gases if S is the same, so it pulls the ratio towards 1. For S = 2000 L/s,

n_Ar/n_H2 = (1/31.32 + 1/2000)/(1/139.41 + 1/2000) = 4.23.

*Unequal temperatures.* Since n_i is proportional to √(m_i/T_i) at fixed flow, hotter argon needs a lower density. With argon at 330 K and hydrogen at 300 K, the ratio is 4.451 √(300/330) = 4.24.

*Dissociation.* If a net share x of the H₂ feed leaves as atoms, the H₂ outflow is (1 − x)F, and the H₂ density falls by the same factor. The ratio of Ar to H₂ becomes 4.451/(1 − x), which is 4.95 for x = 10 %. The orifice law still holds; the leaving molecular flows are no longer equal, although the feeds are.

*Ions.* Argon ions reach the orifice at roughly the ion sound speed, √(kT_e/m_Ar), where T_e is the electron temperature. If n_s is the ion density at the orifice, they carry away the share

A n_s √(kT_e/m_Ar)/F

of the argon flow. For n_s = 10¹⁰ cm⁻³ and kT_e = 3 eV this is 3.8 %. The neutral argon has to carry only the rest, so the neutral ratio falls to 4.451 × 0.962 = 4.28. The share is proportional to n_s: a plasma ten times denser at the orifice would raise it to 38 %, and the neutral ratio would fall to about 2.8. Hydrogen ions are left out of this estimate; their escape would lower the H₂ density and so raise the ratio. This need not be a small correction: if each ion leaves at its own sound speed, H₂⁺ is faster than Ar⁺ and, at equal ion densities, carries away a share of its feed 4.45 times larger. With both ions at 10¹⁰ cm⁻³ the shares are 16.8 % and 3.8 %, and the neutral ratio rises to 4.451 × 0.962/0.832 = 5.15; the two losses balance when the H₂⁺ density is about 0.22 of the Ar⁺ density. The combined effect of both ions can therefore have either sign, depending on the ion composition.

*Plate thickness.* In a plate 1 mm thick, some molecules strike the side of the opening and return to the chamber. For diffuse reflection the transmitted fraction is about 0.95. It depends on directions, not on speed or mass, so both densities rise by about 5 % and their ratio is unchanged.

For the chosen settings, the pump, temperature, dissociation and argon-ion estimates each move the ratio by between about 4 % and 11 % relative to 4.45. They do not all act in the same direction.

Values computed for the example and the checks

```
Gas temperature: 300 K
Flow of each gas: 0.5 sccm
Flow of each gas: 2.239e+17 molecules/s
Orifice diameter: 20 mm
Orifice area: 3.142 cm2
Chamber volume: 10 L
H2 molecular mass: 2.016 u
H2 mean speed: 1775.0 m/s
H2 conductance: 139.41 L/s
H2 density: 1.606e+12 cm^-3
H2 partial pressure: 0.0499 mTorr
H2 filling time V/C: 0.072 s
H2 collision diameter, rough: 0.27 nm
H2 mean free path: 35.7 cm
H2 mean free path / orifice diameter: 17.8
H2 collision chance in one orifice diameter: 5.5 %
Ar molecular mass: 39.948 u
Ar mean speed: 398.7 m/s
Ar conductance: 31.32 L/s
Ar density: 7.149e+12 cm^-3
Ar partial pressure: 0.2221 mTorr
Ar filling time V/C: 0.319 s
Ar collision diameter, rough: 0.36 nm
Ar mean free path: 15.6 cm
Ar mean free path / orifice diameter: 7.8
Ar collision chance in one orifice diameter: 12.0 %
Total pressure: 0.2720 mTorr
Mass ratio Ar/H2: 19.815
Density ratio Ar/H2, formula: 4.451
Density ratio Ar/H2, integrated balance: 4.451
Conductance ratio H2/Ar, counted molecules: 4.52
Argon share of chamber gas: 81.7 %
Orifice area / wall area: 0.12 %
Plate thickness: 1 mm
Transmission of the plate opening: 0.953
Pump speed for both gases: 2000 L/s
Ratio with backflow: 4.23
Argon temperature, hot case: 330 K
Ratio with hot argon: 4.24
Net dissociated share of H2 feed: 10 %
Ratio Ar/H2 with dissociation: 4.95
Ion density at orifice: 1.0e+10 cm^-3
Electron temperature: 3 eV
Share of argon leaving as ions: 3.8 %
Ratio of neutrals with ion loss: 4.28
```
